\section*{The Nucleation Barrier of a Spherical Cap on a Flat Substrate, part 1}

(Sections cited here and not found follow in the second part.)

\section*{From the hemisphere to the general cap}

Take a crystal growing inside an amorphous film that lies on a flat substrate, and suppose first that the substrate is indifferent: a square nanometre of it costs the same energy whether it is covered by amorphous material or by crystal. Imagine a spherical crystal of radius $r$ deep in the film, and cut it in two through its centre. Place one half with its flat face on the substrate. This half has half the volume of the sphere and half its curved surface. Its flat face costs nothing, because it replaces a piece of interface of equal energy. Whatever energy the sphere needed to form, the hemisphere needs half of it.

To put this into symbols, let $g>0$ be the free energy released when unit volume of the amorphous material crystallizes, and let $\gamma$ be the energy per area of the interface between crystal and amorphous material. Both are taken as constants, and $\gamma$ is taken to be the same for every orientation of the interface. Forming a sphere of radius $r$ inside the film changes the free energy by
\begin{equation}
G_{\rm hom}(r)=-\frac{4\pi}{3}r^3g+4\pi r^2\gamma .
\end{equation}
The first term is the gain in the bulk, the second the cost of the new interface. The cost grows as $r^2$ and the gain as $r^3$, so the cost wins for small crystals and the gain for large ones. Between them lies a maximum, found from
\begin{equation}
\frac{dG_{\rm hom}}{dr}=-4\pi r^2g+8\pi r\gamma=4\pi r\,(2\gamma-rg)=0 ,
\qquad r^*=\frac{2\gamma}{g}.
\end{equation}
Inserting this radius gives the height of the maximum,
\begin{equation}
G^*_{\rm hom}=-\frac{4\pi}{3}\frac{8\gamma^3}{g^2}+4\pi\frac{4\gamma^3}{g^2}
=\left(-\frac{32}{3}+\frac{48}{3}\right)\frac{\pi\gamma^3}{g^2}
=\frac{16\pi\gamma^3}{3g^2}.
\end{equation}
This is the homogeneous nucleation barrier. A crystal smaller than $r^*$ lowers its free energy by shrinking, a larger one by growing, and a thermal fluctuation must supply $G^*_{\rm hom}$ to carry the crystal from the first group to the second.

For the hemisphere on the indifferent substrate, both terms of $G_{\rm hom}(r)$ are halved at every $r$. The maximum stays at $r^*$ and its height is $G^*_{\rm hom}/2$. Nor could another shape do better on this substrate. Join any body resting on the plane to its mirror image below the plane. The result is a closed body with twice the volume and twice the free surface, and among closed bodies of given volume the sphere has the least surface. Half of a sphere is therefore the cheapest body that can rest on the plane.

A real substrate is seldom indifferent. Let $\gamma_{\rm ms}$ be the energy per area of the interface between the amorphous matrix and the substrate, and $\gamma_{\rm ns}$ that between the nucleus and the substrate. Only their difference will matter:
\begin{equation}
\sigma=\gamma_{\rm ms}-\gamma_{\rm ns}.
\end{equation}
A positive $\sigma$ means that the substrate prefers the crystal, and each unit of area covered by crystal then gives energy back. One expects the nucleus to spread and become flatter than a hemisphere. With negative $\sigma$ it should draw itself up towards a full sphere. The indifferent substrate is the case $\sigma=0$.

The shape can be narrowed down before any area is computed. Describe the top of an axially symmetric nucleus by its height $z(\rho)$ at distance $\rho$ from the axis. At fixed volume, the shape must make stationary the interface energy minus a multiplier $\lambda$ times the volume,
\begin{equation}
\int 2\pi\rho\left[\gamma\sqrt{1+z'^2}-\lambda z\right]d\rho ,
\end{equation}
where $z'=dz/d\rho$. The Euler--Lagrange equation is
\begin{equation}
\frac{d}{d\rho}\left(\frac{\gamma\rho z'}{\sqrt{1+z'^2}}\right)=-\lambda\rho ,
\qquad\text{so}\qquad
\frac{-z'}{\sqrt{1+z'^2}}=\frac{\lambda\rho}{2\gamma}.
\end{equation}
The constant of integration vanishes because the bracket is zero on the axis. The left side is the sine of the angle by which the surface slopes downwards. A surface whose slope has a sine proportional to $\rho$ is a sphere, here of radius $r=2\gamma/\lambda$. If the profile bends back under its widest circle, the lower part obeys the same equation with the sign of $\lambda$ reversed, and matching at the widest circle continues the same sphere. The stationary shapes are thus spherical caps. What remains open is how much of the sphere stands above the substrate, and the comparison from here on is made among caps.

Let $\theta$ be the contact angle, measured inside the nucleus between the substrate and the tangent to the curved surface at the contact line. Write $c=\cos\theta$. Measured from the centre of the sphere, the substrate lies at height $rc$: above the centre for $\theta<90^\circ$, below it for $\theta>90^\circ$. A horizontal slice at height $rz$ is a disc of area $\pi r^2(1-z^2)$ and thickness $r\,dz$, so the volume of the cap is
\begin{equation}
V=\pi r^3\int_c^1(1-z^2)\,dz
=\pi r^3\left(\frac23-c+\frac{c^3}{3}\right)
=\frac{\pi r^3}{3}\,(2-3c+c^3).
\end{equation}
The polynomial factorizes, as multiplying out confirms:
\begin{equation}
(2+c)(1-c)^2=(2+c)(1-2c+c^2)=2-3c+c^3 .
\end{equation}
Compared with the full sphere, the cap therefore has the volume
\begin{equation}
V=\frac{4\pi r^3}{3}\,f(\theta),\qquad
f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}.
\end{equation}
So far $f$ is a statement about geometry: it is the fraction of the sphere's volume that stands above the substrate.

For the areas, a ring of the sphere at polar angle $t$ has circumference $2\pi r\sin t$ and width $r\,dt$. Summing the rings from the top to the contact line gives the curved area
\begin{equation}
A_{\rm cap}=2\pi r^2\int_0^\theta\sin t\,dt=2\pi r^2(1-c).
\end{equation}
The base is a disc of radius $a=r\sin\theta$, with area
\begin{equation}
A_{\rm base}=\pi r^2(1-c^2).
\end{equation}
The free energy of the cap, counted from the film without a nucleus, is
\begin{equation}
G=-gV+\gamma A_{\rm cap}-\sigma A_{\rm base}.
\end{equation}
The minus sign of the last term comes from the exchange under the base. An area $A_{\rm base}$ of matrix--substrate interface disappears and the same area of nucleus--substrate interface appears, so that the energy changes by $(\gamma_{\rm ns}-\gamma_{\rm ms})A_{\rm base}=-\sigma A_{\rm base}$.

The angle is not free. A nucleus of given volume will take the angle that makes its interface energy least, provided that atoms can rearrange along its surface faster than the volume changes. To find this angle, describe the cap by its height $h=r(1-c)$ and base radius $a$. From $a^2=r^2(1-c)(1+c)$ and $r(1+c)=2r-h$ follows $a^2=h(2r-h)$, or
\begin{equation}
r=\frac{a^2+h^2}{2h}.
\end{equation}
The curved area becomes $2\pi rh=\pi(a^2+h^2)$. In the volume, $r^2(1-c)^2=h^2$ and $r(2+c)=3r-h$, which give
\begin{equation}
V=\frac{\pi h^2(3r-h)}{3}=\frac{\pi h\,(3a^2+h^2)}{6}.
\end{equation}
The interface energy is then
\begin{equation}
E=\gamma\pi(a^2+h^2)-\sigma\pi a^2=\pi(\gamma-\sigma)a^2+\pi\gamma h^2 .
\end{equation}
At fixed volume, $a^2=2V/(\pi h)-h^2/3$. Inserting this leaves a function of the height alone,
\begin{equation}
E(h)=\frac{2V(\gamma-\sigma)}{h}+\frac{\pi h^2}{3}\,(2\gamma+\sigma),
\end{equation}
where the second coefficient arose from $\gamma-(\gamma-\sigma)/3=(2\gamma+\sigma)/3$.

Assume $|\sigma|<\gamma$. Both coefficients are then positive. The first term forbids a very flat cap, which would have too large a curved surface, and the second forbids a very tall one. There is one minimum, where
\begin{equation}
\frac{dE}{dh}=-\frac{2V(\gamma-\sigma)}{h^2}+\frac{2\pi h}{3}(2\gamma+\sigma)=0,
\qquad
h^3=\frac{3V(\gamma-\sigma)}{\pi(2\gamma+\sigma)} .
\end{equation}
It must also be a possible cap, with $a^2>0$, which means $h^3<6V/\pi$. This requires $\gamma-\sigma<4\gamma+2\sigma$, that is $\sigma>-\gamma$, and this has been assumed. Now replace $V$ by $\pi h^2(3r-h)/3$ and divide by $h^2$:
\begin{equation}
h(2\gamma+\sigma)=(3r-h)(\gamma-\sigma)
\quad\Rightarrow\quad 3\gamma h=3r(\gamma-\sigma)
\quad\Rightarrow\quad h=r\left(1-\frac{\sigma}{\gamma}\right).
\end{equation}
Since $h=r(1-\cos\theta)$, the angle of the cheapest cap is given by
\begin{equation}
\cos\theta=\frac{\sigma}{\gamma},
\qquad\text{or}\qquad
\gamma_{\rm ms}=\gamma_{\rm ns}+\gamma\cos\theta .
\end{equation}
This is Young's equation. For a liquid drop it can be read as a balance of the forces along the substrate on the contact line; for a crystal, whose interface energy and interface stress differ, it is better read as the condition of least energy found here. The angle depends on neither the volume nor $g$, so a growing nucleus keeps its shape and changes only its scale.

The assumption $|\sigma|<\gamma$ marks where the cap exists. For $\sigma\ge\gamma$ the first term of $E(h)$ no longer resists flattening, and the crystal spreads over the substrate. For $\sigma\le-\gamma$ the lowest energy lies at $a=0$, where the nucleus touches the substrate at a point and is a full sphere.

With $\sigma=\gamma c$ the interface energy of the relaxed cap of radius $r$ is
\begin{align}
E&=\gamma\,2\pi r^2(1-c)-\gamma c\,\pi r^2(1-c^2)\nonumber\\
&=\pi r^2\gamma\,(2-2c-c+c^3)=\pi r^2\gamma\,(2-3c+c^3)=4\pi r^2\gamma f(\theta).
\end{align}
The polynomial of the volume has returned in the surface term. The free energy is therefore
\begin{equation}
G_{\rm het}(r)=f(\theta)\left[-\frac{4\pi}{3}r^3g+4\pi r^2\gamma\right]=f(\theta)\,G_{\rm hom}(r)
\end{equation}
at every radius, as it was for the hemisphere with $f=1/2$.

That one factor serves both terms has a physical reason. Let a relaxed nucleus gain a little volume. Because $E$ is stationary with respect to $h$, the resulting change of height does not contribute to first order, and
\begin{equation}
\frac{dE}{dV}=\frac{\partial E}{\partial V}\bigg|_h=\frac{2(\gamma-\sigma)}{h}=\frac{2\gamma}{r}.
\end{equation}
The energy needed per added volume is fixed by the curvature of the surface and is the same for a cap as for a full sphere of equal radius. The cap reaches a given radius with the fraction $f$ of the sphere's volume, so it has accumulated the fraction $f$ of the sphere's interface energy.

Among spherical caps of given volume, the cheapest has $\cos\theta=\sigma/\gamma$ when $|\sigma|<\gamma$, and its free energy is $f(\theta)$ times that of a full sphere of the same radius. What remains is to find the barrier that follows from this, to examine its limits, and to work through a numerical example.
